# Simulating Counterions at a Charged Wall from Weak to Strong Coupling

Before calculating the ion layer at a charged oxide surface in a polishing slurry, one must decide whether the Poisson–Boltzmann equation will do. It lets each ion respond to an average potential. Highly charged ions also avoid one another individually, and this can change the layer's thickness. A Metropolis simulation keeps that avoidance and tests the mean-field answer within the same model.

## One number controls the model

Take point counterions of valence $q$ in front of a smooth, impenetrable wall carrying $s$ opposite elementary charges per area. There is no salt, and the permittivity $\epsilon_0\epsilon$ is the same on both sides. Define the Bjerrum length

$$l=\frac{e^2}{4\pi\epsilon_0\epsilon kT}.$$

The wall's field has magnitude $es/(2\epsilon_0\epsilon)$. Lifting an ion to height $z$ therefore costs, in units of $kT$,

$$\frac{qe^2s\,z}{2\epsilon_0\epsilon kT}=2\pi qls\,z=\frac z\mu,\qquad \mu=\frac1{2\pi qls}.$$

The Gouy–Chapman length $\mu$ is thus the height that costs one $kT$ against the bare wall. Two ions repel with energy $q^2l/r$. From here on lengths are in units of $\mu$ and energies in $kT$:

$$U=\sum_i z_i+\Xi\sum_{i<j}\frac1{r_{ij}},\qquad \Xi=\frac{q^2l}{\mu}=2\pi q^3l^2s.$$

If $N$ ions neutralize a square of physical area $A$, then $qN=sA$. The reduced side $L$ obeys

$$L^2=\frac{A}{\mu^2}=\frac{qN}{s\mu^2}=\frac{2\pi q^2lN}{\mu}=2\pi\Xi N,$$

because $1/(s\mu)=2\pi ql$. Density is measured in units of $2\pi ls^2$. Since $2\pi ls^2\mu=s/q$ is the number of ions per area, the reduced density $\rho(z)$ integrates to one.

## One ion by hand

With one ion, $U=z$ and the target density is $e^{-z}$. Ions may sit close to the wall or far out, so a height move should scale with distance. Draw $u$ uniformly from $[-1,1]$ and propose

$$1+z'=(1+z)e^u.$$

At fixed $z$, $dz'=(1+z')\,du$, so the proposal density is $g(z\to z')=1/[2(1+z')]$. It is not symmetric. The Metropolis rule satisfies detailed balance with the acceptance probability

$$a=\min\left[1,\frac{e^{-U'}g(z'\to z)}{e^{-U}g(z\to z')}\right]
=\min\left[1,\frac{1+z'}{1+z}e^{-(U'-U)}\right].$$

Try the move from $z=0$ to $z'=1$. It is accepted with probability $2/e$, and the reverse move with probability one. The two flows are

$$1\cdot\frac14\cdot\frac2e=\frac1{2e},\qquad e^{-1}\cdot\frac12\cdot1=\frac1{2e}.$$

They balance. Without the factor $(1+z')/(1+z)$ they would not. A proposal with $z'<0$ is rejected, and the old height is counted again.

## Making a small cell act like a wide wall

Coulomb forces reach beyond any small cell. For each pair, use the nearest periodic image explicitly and smear the more distant images into a uniform sheet of density $1/L^2$ with a square hole of side $L$.

Apart from a constant, a full sheet contributes $-2\pi|z|/L^2$, where $z$ is now the height difference of the pair. Subtracting the square gives

$$V=\frac1r-\frac{I(z)+2\pi|z|}{L^2},\qquad
I(z)=\int_{\rm square}\frac{dx\,dy}{\sqrt{x^2+y^2+z^2}}.$$

Set $b=L/2$ and split the square into eight equal triangles. The radial integral in polar coordinates gives

$$I=8\int_0^{\pi/4}\left[\sqrt{b^2\sec^2\theta+z^2}-|z|\right]d\theta.$$

The last term is $-2\pi|z|$, which cancels in $V$. For the rest, write the root as $(b^2\sec^2\theta+z^2)$ divided by itself. Substitute $v=\tan\theta$ in the first part and $v=\sin\theta$ in the second:

$$\int_0^1\frac{b^2\,dv}{\sqrt{b^2+z^2+b^2v^2}}
+\int_0^{1/\sqrt2}\frac{z^2\,dv}{\sqrt{b^2+z^2-z^2v^2}}.$$

Both integrals are elementary, so

$$V=\frac1r-\frac8{L^2}\left[b\,\operatorname{arsinh}\frac b{\sqrt{b^2+z^2}}+|z|\arcsin\frac{|z|}{\sqrt{2(b^2+z^2)}}\right].$$

The average of $1/r$ over lateral positions in the cell is $I/L^2$. It cancels the hole, leaving $-2\pi|z|/L^2$. Multiplied by $\Xi$, this is $-|z|/N$. Smearing therefore keeps the laterally averaged interaction and approximates the lateral structure of distant images.

## Two ions by hand

First replace $V$ by its lateral average. With lower height $h$ and gap $d$,

$$U=h+(h+d)-\frac d2=2h+\frac d2.$$

The normalized densities are $2e^{-2h}$ and $\frac12e^{-d/2}$. The lower ion lies beyond $t$ with probability $e^{-2t}$. The upper one does so if $h>t-d$, which is certain for $d>t$:

$$P_{\rm up}=\int_0^t\frac12e^{-d/2}e^{-2(t-d)}dd+e^{-t/2}
=\frac{4e^{-t/2}-e^{-2t}}3.$$

Averaging over the two ions gives the fraction beyond $t$:

$$F(t)=\frac12\left(e^{-2t}+P_{\rm up}\right)=\frac{2e^{-t/2}+e^{-2t}}3.$$

Thus $F(1)\approx0.449$, and the wall density is $-F'(0)=1$.

Now restore the lateral positions at $\Xi=10$. The lower height still has density $2e^{-2h}$, because $V$ depends on the gap and not on $h$. The gap density becomes

$$w(d)\propto e^{-d}\int_{\rm cell}e^{-\Xi V(x,y,d)}dx\,dy,$$

and

$$F(t)=\frac12\left[e^{-2t}+\int_0^\infty w(d)\min\left(1,e^{-2(t-d)}\right)dd\right].$$

Numerical integration gives $F(1)=0.4062$. The Metropolis moves give $0.4049\pm0.0012$, where the uncertainty, here and below, is one standard error over independent replicas. This tests the height factor and the rejection rule together. With $N=2$ held fixed, lateral correlation has lowered the fraction from 0.449 to 0.406. The last figure belongs to the smeared potential. Keeping further images explicitly raises it to about 0.409 in so small a cell.

## The general algorithm

1. Choose $\Xi$ and $N$, and set $L=\sqrt{2\pi\Xi N}$. Place the ions on a lateral grid with heights uniform between 0 and 2, which is neither limiting profile.
2. For one ion, shift $x$ and $y$ by symmetric random steps and propose $1+z'=(1+z)e^u$.
3. If $z'<0$, reject. Otherwise compute
$$\Delta U=z'-z+\Xi\sum_{j\ne i}(V'_{ij}-V_{ij})$$
and accept with probability $\min[1,e^{u-\Delta U}]$.
4. Visit every ion once per sweep. Discard the warm-up sweeps, then record all heights after each sweep, including those left unchanged by rejection.
5. Repeat in independent replicas. Successive sweeps are correlated, so the spread between replica averages supplies the error.

One check holds at any coupling. Let $p_i$ be the height density of ion $i$. Integrating $\partial e^{-U}/\partial z_i$ from the wall to infinity gives

$$\left\langle\frac{\partial U}{\partial z_i}\right\rangle=p_i(0).$$

Summed over ions, the pair forces cancel, since $V$ depends on height differences. The wall terms add to $N$. The ions are equivalent, so $Np(0)=N$ and $\rho(0)=1$.

To estimate $\rho(0)$, let $B_1,B_2,B_3$ be density averages over three adjacent bins of width 0.1. For a quadratic $\rho$, the combination $(11B_1-7B_2+2B_3)/6$ removes the linear and quadratic terms and leaves the wall value.

## The two limiting profiles

**Weak coupling.** Let $\phi$ be an ion's mean potential energy in $kT$. Poisson's equation in physical units is $\phi''=-4\pi lq^2\rho_{\rm phys}$. In reduced units its prefactor is

$$\mu^2(4\pi lq^2)(2\pi ls^2)=2(2\pi qls\mu)^2=2,$$

so $\phi''=-2\rho$. The field vanishes far away, hence $\phi'(0)=2\int_0^\infty\rho\,dz=2$. Half of this slope comes from the wall and half from the ion cloud in front of it.

Mean-field theory sets $\rho=Ce^{-\phi}$ with $\phi(0)=0$. Multiplying $\phi''=-2Ce^{-\phi}$ by $\phi'$ and integrating gives $\phi'^2/2=2Ce^{-\phi}$. The constant is zero because $\phi'\to0$ and $\phi\to\infty$ far out. At the wall, $2=2C$, so $C=1$. Then

$$\phi'=2e^{-\phi/2}\;\Rightarrow\;e^{\phi/2}=1+z\;\Rightarrow\;
\rho_{\rm MF}=\frac1{(1+z)^2},\quad F_{\rm MF}(t)=\frac1{1+t}.$$

**Strong coupling.** The area per ion is $2\pi\Xi$, so repelling ions sit a distance of order $\sqrt\Xi$ apart, while their heights are of order one. For lateral distance $R\gg|z_i-z_j|$,

$$\frac{\Xi}{\sqrt{R^2+(z_i-z_j)^2}}\approx\frac\Xi R-\frac{\Xi(z_i-z_j)^2}{2R^3}.$$

The height-dependent term is of order $\Xi/\Xi^{3/2}=\Xi^{-1/2}$. As it vanishes, each ion feels the bare wall, and $\rho_{\rm SC}=e^{-z}$ at fixed $z$. For an ion far above its neighbours the term grows as $z^2\Xi^{-1/2}$. The exponential profile therefore fails once $z$ reaches order $\Xi^{1/4}$, well before it reaches the lateral spacing.

## Reading the profiles

The main runs use $N=49$ and 40 replicas. The table gives averages over each height bin for the simulation and for both limits, since a bin average differs from the density at its midpoint.

| $z$ | $\Xi=0.1$ | mean field | $\Xi=100$ | strong |
|---|---:|---:|---:|---:|
| 0–0.5 | 0.669 | 0.667 | 0.772 | 0.787 |
| 0.5–1 | 0.334 | 0.333 | 0.463 | 0.477 |
| 1–2 | 0.169 | 0.167 | 0.223 | 0.233 |
| 2–3 | 0.083 | 0.083 | 0.088 | 0.086 |
| 3–5 | 0.042 | 0.042 | 0.026 | 0.022 |

The bin from 2 to 3 hardly separates the limits. A better summary adds the absolute density differences times the bin widths. At $\Xi=0.1$ this distance is 0.004 to mean field and 0.237 to strong coupling. At $\Xi=100$ it is 0.209 and 0.036. The weak run shows no clear departure from mean field at its statistical precision. The strong run departs visibly from its limit, most in relative terms in the outer bin.

The extrapolated wall densities, $0.979\pm0.023$ and $0.990\pm0.025$, agree with one. For cell size, compare $F(1)$ at $N=25$ and 49. It is $0.4947\pm0.0016$ and $0.4984\pm0.0011$ for weak coupling, and $0.3854\pm0.0031$ and $0.3825\pm0.0018$ for strong coupling. The changes are below 0.004, but two sizes do not establish the infinite-cell value to that accuracy. At weak coupling the finite cell itself pulls the profile slightly inward. With the laterally averaged interaction alone, $N=49$ gives $F(1)\approx0.498$ and a median near 0.993, against the mean-field values 0.5 and 1.

## Why the strong-coupling tail is too short

The quadratic pair term explains the departure near the wall. Smeared images add to it. Their sum of inverse cubes outside the square is

$$\frac8{L^2}\int_0^{\pi/4}d\theta\int_{b/\cos\theta}^{\infty}\frac{dR}{R^2}
=\frac{8}{L^2b}\sin\frac\pi4=\frac{8\sqrt2}{L^3}.$$

Let $S$ be the mean over ions of $\sum_{j\ne i}(R_{ij}^{-3}+8\sqrt2/L^3)$, and define $\kappa=\Xi S/2$. At zeroth order the heights are independent with density $e^{-z}$, for which $\langle z'\rangle=1$ and $\langle z'^2\rangle=2$. Therefore

$$\langle(z-z')^2\rangle_{z'}=z^2-2z+2,$$

and averaging over $z$ as well gives 2. The perturbation lowers the energy of an ion at $z$, relative to its average, by $\kappa(z^2-2z)$. To first order,

$$\rho(z)=e^{-z}\left[1+\kappa(z^2-2z)\right].$$

Since $e^{-z}(z^2-2z)=-d(z^2e^{-z})/dz$,

$$F(t)=e^{-t}(1+\kappa t^2).$$

The correction leaves the wall density at one and moves ions outward. Physically, an ion raised above its neighbours is pushed further up by them. The expansion needs $\kappa t^2\ll1$ and cannot describe the far tail.

The lateral positions at $\Xi=100$ give $\kappa=0.0392$. At $t=2$,

$$F(2)=0.1353\,(1+4\times0.0392)=0.1566.$$

The recorded heights give $0.1595\pm0.0013$. The first-order term accounts for most of the excess over 0.1353. The remaining 0.003 is about two standard errors, but this closeness is partly accidental, because the sampled $\kappa$ is too large. A far-out ion can pass over another, and $R^{-3}$ then becomes arbitrarily large although the expansion no longer holds. Such rare events raise the sampled mean. The lateral structure proper to zeroth order, with all ions held in one plane, gives $\kappa\approx0.035$ and a first-order value of 0.154. That is about 0.005 below the recorded fraction and still covers most of the excess. Higher orders are neglected in this estimate.

## What the numbers mean for a slurry

Take water at 298 K with permittivity 78.4, so $l=0.715$ nm. Use rough values for the rest: hydrated ion diameter 0.8 nm, oxide permittivity 4, and 10 mmol/L of monovalent salt.

For monovalent ions at $\Xi=0.1$, $\mu=0.715/0.1=7.15$ nm. The wall charge is 0.50 μC/cm², and the simulated median height is $0.994\mu=7.1$ nm. For trivalent ions at $\Xi=100$, $\mu=9\times0.715/100=0.064$ nm. The wall charge is 18.5 μC/cm², and the median is $0.713\mu=0.046$ nm. Both valence and wall charge differ between these cases. At fixed wall charge, going from monovalent to trivalent ions multiplies $\Xi$ by 27.

Neither median should be used directly for the slurry. In the weak case the salt's Debye length is 3.0 nm, shorter than $\mu$. In linear screening theory the compensating charge decays as $e^{-z/\lambda}$, with $\lambda$ the Debye length. Half of it then lies within $\lambda\ln2=2.1$ nm, not 7.1 nm. Mean-field theory may still serve, but salt must be included.

In the strong case the ion radius, 0.4 nm, is $6.2\mu$. Merely moving the closest approach out by one radius changes the median from 0.046 to about 0.45 nm. The point-ion wall concentration of 9.9 mol/L is likewise not a slurry prediction. Contacts between ions matter less: a touching pair costs 8.0 $kT$ before screening by other ions.

The low permittivity of the oxide adds a repulsion. An ion at distance $h$ has a same-sign image of relative strength $\Delta=(78.4-4)/(78.4+4)=0.90$ at distance $2h$. Because the image is induced, half the pair energy counts, giving $q^2l\Delta/(4h)=3.6\,kT$ at $h=0.4$ nm. Its outward force is $3.6/0.4\approx9\,kT$/nm, of the same order as the wall's pull of $1/\mu\approx16\,kT$/nm in the model without contrast. The contrast also strengthens the wall's own pull, by a factor $1+\Delta$ for charge at the interface, while the images of the other ions push outward. These terms cancel much of the self-image force. For a single layer of ions at $h=0.4$ nm, roughly 4 $kT$/nm remains as a net outward change. That is about a quarter of the pull without contrast, so image effects still matter.

Trivalent ions also tend to hydrolyse in alkaline slurries, so the strong case presumes solutions acidic enough to keep them free. In acid, however, an oxide such as silica carries far less negative charge than the 18.5 μC/cm² assumed here. The strong case is therefore a limiting illustration, not a typical slurry. Discrete wall charges and the molecular structure of water are left out as well. For the decision at the start, $\Xi$ tells whether ion correlations can be neglected within the salt-free point-ion model. If the salt itself contains multivalent ions, $q^2l/\lambda$ must be small as well, since such ions can be strongly correlated even at a weakly charged wall. Salt, ion size and image forces need their own comparison with $\mu$. The numerical output below gives the full set of values.

## Computed results

```
Two ions, Xi=10, fraction z>1: integral 0.4062, MC 0.4049 +- 0.0012
Ions per cell 49 (size check 25), replicas 40
Xi=0.1: cell side 5.55 mu, lateral step 1 mu, warm-up 60, sweeps 160, acceptance 0.62
  z 0.0-0.5: MC 0.6691 +- 0.0024, mean field 0.6667, strong 0.7869
  z 0.5-1.0: MC 0.3340 +- 0.0023, mean field 0.3333, strong 0.4773
  z 1.0-2.0: MC 0.1687 +- 0.0010, mean field 0.1667, strong 0.2325
  z 2.0-3.0: MC 0.0832 +- 0.0006, mean field 0.0833, strong 0.0855
  z 3.0-5.0: MC 0.0417 +- 0.0003, mean field 0.0417, strong 0.0215
  integrated distance to mean field 0.0039, to strong coupling 0.2371
  contact density 0.979 +- 0.023 (exact 1)
  fraction z>1: N=49 0.4984 +- 0.0011, N=25 0.4947 +- 0.0016
  half-run difference of that fraction 0.0026 +- 0.0026
Xi=100: cell side 175.46 mu, lateral step 8 mu, warm-up 60, sweeps 300, acceptance 0.39
  z 0.0-0.5: MC 0.7718 +- 0.0035, mean field 0.6667, strong 0.7869
  z 0.5-1.0: MC 0.4633 +- 0.0030, mean field 0.3333, strong 0.4773
  z 1.0-2.0: MC 0.2230 +- 0.0011, mean field 0.1667, strong 0.2325
  z 2.0-3.0: MC 0.0875 +- 0.0008, mean field 0.0833, strong 0.0855
  z 3.0-5.0: MC 0.0264 +- 0.0003, mean field 0.0417, strong 0.0215
  integrated distance to mean field 0.2086, to strong coupling 0.0359
  contact density 0.990 +- 0.025 (exact 1)
  fraction z>1: N=49 0.3825 +- 0.0018, N=25 0.3854 +- 0.0031
  half-run difference of that fraction 0.0007 +- 0.0027
  kappa from lateral positions 0.0392
  fraction z>2: MC 0.1595 +- 0.0013, limit 0.1353, first order 0.1566
Water: T 298.15 K, permittivity 78.4, Bjerrum length 0.715 nm
Rough inputs: ion diameter 0.8 nm, oxide permittivity 4.0, salt 10 mmol/L
Debye length of that salt 3.04 nm
Xi=0.1, valence 1: wall charge magnitude 0.50 uC/cm2, mu 7.1487 nm
  median height 0.994 mu = 7.1047 nm; contact 0.0072 mol/L
  lateral spacing 5.67 nm, ion area coverage 0.016
  ion radius/mu 0.056, Debye length/mu 0.43
  self-image energy at closest approach 0.40 kT, pair repulsion at touching 0.89 kT
Xi=100, valence 3: wall charge magnitude 18.48 uC/cm2, mu 0.0643 nm
  median height 0.713 mu = 0.0459 nm; contact 9.9233 mol/L
  lateral spacing 1.61 nm, ion area coverage 0.193
  ion radius/mu 6.217, Debye length/mu 47.25
  self-image energy at closest approach 3.63 kT, pair repulsion at touching 8.04 kT
```
